**Hartree theory without self-repulsion, tested on water**

The program studies $E_H=\sum_i h_{ii}+\tfrac12\sum_{i\ne j}J_{ij}$ for real spin-orbitals that are orthonormal within each spin, where $h_{ii}$ is the one-electron energy, $J_{ij}=(ii|jj)$ and $K_{ij}=(ij|ij)$. It minimizes $E_H$ directly for water in the 6-31G basis from four starts, all of which give −75.33348 hartree. It asserts that the minimizer obeys the Pederson condition $(ij|jj)=(ij|ii)$ for same-spin pairs, and that its sum of self-repulsions agrees with an independent Edmiston-Ruedenberg search in the same occupied spaces. It also asserts that the gap to Hartree-Fock lies between the same-spin exchange sums of the minimizer and of the localized Hartree-Fock orbitals. The output gives 0.6181 < 0.6505 < 0.6833 hartree. Further assertions cover the orbital derivative, the pair-rotation law, the multiplier asymmetry and, for one test density, the Fourier form of the exchange integral. Helium shows the case of equality, and ten electrons in one core orbital show that the energy falls below Hartree-Fock when orthogonality is dropped.

The molecular numbers use the small basis 6-31G, so they illustrate the point and are not converged values.

## Numerical verification

```python
"""Hartree theory without orbital self-repulsion, with orthonormal real orbitals.

Result under test, for spin-orbitals i with fixed spins:
  E_H = sum_i h_ii + 1/2 sum_{i != j} J_ij,  J_ij = (ii|jj),  K_ij = (ij|ij).
  * its minimizer maximizes D = sum_i J_ii within its own occupied spaces
    (Edmiston-Ruedenberg, ER, orbitals);
  * it obeys the Pederson condition (ij|jj) - (ij|ii) = 0 for same-spin pairs;
  * sum K(minimizer) <= min E_H - min E_HF <= sum K(ER orbitals of HF space),
    the sums running over same-spin pairs i < j.
Example: water, 6-31G. Orbitals are columns in the basis of HF orbitals.
Energies are in hartree; v_i is the Coulomb potential of orbital density i.
"""
import numpy as np
from scipy.constants import physical_constants, angstrom
from scipy.linalg import expm, expm_frechet
from scipy.optimize import minimize
from pyscf import gto, scf

rng = np.random.default_rng(7)
HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_ANG = physical_constants["Bohr radius"][0] / angstrom

# ---------- molecule, Hartree-Fock reference and integrals ----------
bond, angle = 0.96, 104.5
half = np.radians(angle / 2)
hx, hz = bond * np.sin(half), bond * np.cos(half)
mol = gto.M(atom=[["O", (0, 0, 0)], ["H", (hx, 0, hz)], ["H", (-hx, 0, hz)]],
            basis="6-31g", unit="Angstrom", verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-12
mf.kernel()
assert mf.converged
mo = mf.mo_coeff
nbas, nocc = mo.shape[1], mol.nelectron // 2
e_nuc = mol.energy_nuc()
h_core = mo.T @ mf.get_hcore() @ mo


def transform(eri, c):
    return np.einsum("pqrs,pi,qj,rk,sl->ijkl", eri, c, c, c, c, optimize=True)


eri = transform(mol.intor("int2e", aosym="s1"), mo)
coul = eri.reshape(nbas**2, nbas**2)
position = np.array([mo.T @ m @ mo for m in mol.intor("int1e_r")])


def energy_and_gradient(orbs):
    """E_H (with nuclear repulsion) by its pair sum, and 2 h_i phi_i."""
    m = orbs.shape[1]
    rho = np.einsum("pi,qi->ipq", orbs, orbs).reshape(m, -1)
    pots = rho @ coul
    jmat = pots @ rho.T
    energy = e_nuc + np.sum(orbs * (h_core @ orbs))
    energy += 0.5 * (jmat.sum() - np.trace(jmat))
    ops = h_core + (pots.sum(0) - pots).reshape(m, nbas, nbas)
    return energy, 2 * np.einsum("ipq,qi->pi", ops, orbs)


def pair_integrals(a, b):
    """Coulomb matrix of the three densities aa, bb, ab."""
    p = np.array([np.outer(a, a).ravel(), np.outer(b, b).ravel(),
                  np.outer(a, b).ravel()])
    return p @ coul @ p.T


def pair_coefficients(a, b):
    g = pair_integrals(a, b)
    return g[2, 2] - 0.25 * (g[0, 0] + g[1, 1] - 2 * g[0, 1]), g[0, 2] - g[1, 2]


def self_repulsions(c):
    return np.array([np.outer(v, v).ravel() @ coul @ np.outer(v, v).ravel()
                     for v in c.T])


def spin_blocks(orbs):
    return orbs[:, :nocc], orbs[:, nocc:]


def same_spin_pairs(orbs):
    return [(c[:, i], c[:, j]) for c in spin_blocks(orbs)
            for i in range(nocc) for j in range(i)]


def exchanges(orbs):
    return np.array([pair_integrals(a, b)[2, 2] for a, b in same_spin_pairs(orbs)])


def pederson_residual(orbs):
    return max(abs(pair_coefficients(a, b)[1]) for a, b in same_spin_pairs(orbs))


def outside_residual(orbs):
    """Largest component of h_i phi_i outside the occupied space of its spin."""
    force = energy_and_gradient(orbs)[1] / 2
    return max(np.abs(f - c @ (c.T @ f)).max()
               for c, f in zip(spin_blocks(orbs), spin_blocks(force)))


def hf_energy(orbs):
    """Energy of the Slater determinant, from the library's own functional."""
    dm = np.array([mo @ c @ c.T @ mo.T for c in spin_blocks(orbs)])
    return scf.UHF(mol).energy_elec(dm)[0] + e_nuc


def random_orthogonal(n):
    return np.linalg.qr(rng.normal(size=(n, n)))[0]


def er_localize(space, starts=8):
    """Maximize D inside a space by successive pair rotations, best of starts."""
    best, best_d = None, -np.inf
    for _ in range(starts):
        c = space @ random_orthogonal(nocc)
        for _sweep in range(300):
            largest = 0.0
            for i in range(nocc):
                for j in range(i):
                    a_co, b_co = pair_coefficients(c[:, i], c[:, j])
                    t = np.arctan2(b_co, -a_co) / 4
                    ci, cj = c[:, i].copy(), c[:, j].copy()
                    c[:, i] = np.cos(t) * ci + np.sin(t) * cj
                    c[:, j] = np.cos(t) * cj - np.sin(t) * ci
                    largest = max(largest, abs(t))
            if largest < 1e-9:
                break
        d = self_repulsions(c).sum()
        if d > best_d:
            best, best_d = c, d
    return best, best_d


# ---------- direct minimization of E_H over orthonormal orbitals ----------
rows, cols = np.tril_indices(nbas, -1)
rows, cols = rows[cols < nocc], cols[cols < nocc]
npar = len(rows)


def generator(x):
    gen = np.zeros((nbas, nbas))
    gen[rows, cols] = x
    return gen - gen.T


def objective(x, frames):
    gens = [generator(x[:npar]), generator(x[npar:])]
    orbs = np.hstack([(f @ expm(g))[:, :nocc] for f, g in zip(frames, gens)])
    energy, grad = energy_and_gradient(orbs)
    parts = []
    for f, g, block in zip(frames, gens, spin_blocks(grad)):
        full = np.zeros((nbas, nbas))
        full[:, :nocc] = f.T @ block
        gx = expm_frechet(g.T, full, compute_expm=False)
        parts.append(gx[rows, cols] - gx[cols, rows])
    return energy, np.concatenate(parts)


def minimize_hartree(frames):
    for _ in range(4):
        res = minimize(objective, np.zeros(2 * npar), args=(frames,), jac=True,
                       method="BFGS", options={"gtol": 1e-6, "maxiter": 500})
        frames = [f @ expm(generator(x))
                  for f, x in zip(frames, (res.x[:npar], res.x[npar:]))]
        if np.abs(res.jac).max() < 2e-6:
            break
    return res.fun, np.hstack([f[:, :nocc] for f in frames])


# ---------- tests of the separate steps ----------
eye = np.eye(nbas)
hf_space = eye[:, :nocc]
canonical = np.hstack([hf_space, hf_space])
e_can, force_can = energy_and_gradient(canonical)

# orbital derivative 2 h_i phi_i against finite differences of the pair sum
x0 = 0.1 * rng.normal(size=2 * npar)
direction = rng.normal(size=2 * npar)
direction /= np.linalg.norm(direction)
step = 1e-4
slope = (objective(x0 + step * direction, [eye, eye])[0]
         - objective(x0 - step * direction, [eye, eye])[0]) / (2 * step)
assert abs(slope - objective(x0, [eye, eye])[1] @ direction) < 1e-4

# rotation inside the occupied spaces: change of E_H is minus half that of D
mixed = np.hstack([hf_space @ random_orthogonal(nocc) for _ in range(2)])
delta_e = energy_and_gradient(mixed)[0] - e_can
delta_d = self_repulsions(mixed).sum() - self_repulsions(canonical).sum()
assert abs(delta_d) > 1e-2 and abs(delta_e + 0.5 * delta_d) < 1e-9

# angular law of D for one pair, against directly rotated orbitals
pair = mixed[:, 1:3]
a_co, b_co = pair_coefficients(pair[:, 0], pair[:, 1])
for t in (0.2, 0.7, 1.3):
    turn = np.array([[np.cos(t), -np.sin(t)], [np.sin(t), np.cos(t)]])
    change = self_repulsions(pair @ turn).sum() - self_repulsions(pair).sum()
    law = a_co * (1 - np.cos(4 * t)) + b_co * np.sin(4 * t)
    assert abs(change - law) < 1e-9

# asymmetry of the multipliers equals <j|v_j - v_i|i>, where it is not zero
up = mixed[:, :nocc]
lam = up.T @ (energy_and_gradient(mixed)[1][:, :nocc] / 2)
g_up = transform(eri, up)
asym = np.array([[g_up[j, i, j, j] - g_up[j, i, i, i] for i in range(nocc)]
                 for j in range(nocc)])
assert np.abs(asym).max() > 1e-2
assert np.allclose(lam - lam.T, asym, atol=1e-9)

# Coulomb self-energy of a chargeless exchange density: real space vs Fourier
dr, dk = 0.004, 0.03
r = dr * np.arange(1, 2001)
k = dk * np.arange(1, 401)
dens = (r**2 - 1.5) * np.exp(-r**2)
shell = 4 * np.pi * r**2 * dens
enclosed = (np.cumsum(shell) - 0.5 * shell) * dr
k_real = 2 * np.sum(shell / r * enclosed) * dr
dens_k = np.sinc(np.outer(k, r) / np.pi) @ shell * dr
k_fourier = 2 / np.pi * np.sum(dens_k**2) * dk
assert k_real > 0 and abs(k_real / k_fourier - 1) < 1e-3  # grid error

# helium, one electron per spin: minimum of E_H equals Hartree-Fock
he = gto.M(atom="He", basis="6-31g", verbose=0)
he_mf = scf.RHF(he)
he_mf.conv_tol = 1e-12
he_mf.kernel()
he_h = he_mf.mo_coeff.T @ he_mf.get_hcore() @ he_mf.mo_coeff
he_eri = transform(he.intor("int2e", aosym="s1"), he_mf.mo_coeff)


def helium_hartree(t):
    a, b = [np.array([np.cos(s), np.sin(s)]) for s in t]
    return (a @ he_h @ a + b @ he_h @ b
            + np.einsum("pqrs,p,q,r,s->", he_eri, a, a, b, b))


e_he = minimize(helium_hartree, [0.4, -0.3], method="BFGS").fun
assert abs(e_he - he_mf.e_tot) < 1e-8

# ---------- Hartree minimum for water ----------
er_hf_space, _ = er_localize(hf_space)
er_hf = np.hstack([er_hf_space, er_hf_space])
e_er = energy_and_gradient(er_hf)[0]
frame = np.eye(nbas)
frame[:nocc, :nocc] = er_hf_space[:nocc]
runs = [minimize_hartree([frame, frame])]
for _ in range(3):
    frames = []
    for _spin in range(2):
        f = np.eye(nbas)
        f[:nocc, :nocc] = random_orthogonal(nocc)
        frames.append(f @ expm(generator(0.05 * rng.normal(size=npar))))
    runs.append(minimize_hartree(frames))
e_min, best = min(runs, key=lambda run: run[0])

# stationarity, Pederson condition and second-order condition
ped_can, ped_er, ped_min = map(pederson_residual, (canonical, er_hf, best))
out_er, out_min = outside_residual(er_hf), outside_residual(best)
largest_a = max(pair_coefficients(a, b)[0] for a, b in same_spin_pairs(best))
assert ped_min < 1e-5 and out_min < 1e-5 and largest_a < 0
assert ped_can > 1e-2 and ped_er < 1e-6 and out_er > 1e-4

# independent ER search inside the minimizer's own spaces
d_min = [self_repulsions(c).sum() for c in spin_blocks(best)]
d_search = [er_localize(c)[1] for c in spin_blocks(best)]
assert np.allclose(d_min, d_search, atol=1e-7, rtol=0)

# relation to Hartree-Fock and the two bounds
e_hf, e_det = mf.e_tot, hf_energy(best)
k_min, k_er, k_can = exchanges(best), exchanges(er_hf), exchanges(canonical)
gap = e_min - e_hf
assert abs(e_min - e_det - k_min.sum()) < 1e-8
assert abs(e_can - e_hf - k_can.sum()) < 1e-8
assert k_min.min() > 0 and e_det > e_hf
assert k_min.sum() < gap < k_er.sum()
assert e_hf < e_min < e_er < e_can

# without orthogonality: all electrons in the HF core orbital
nel = mol.nelectron
e_collapse = e_nuc + nel * h_core[0, 0] + nel * (nel - 1) / 2 * eri[0, 0, 0, 0]
assert e_collapse < e_hf

ca, cb = spin_blocks(best)
lost = [nocc - np.sum(c[:nocc] ** 2) for c in (ca, cb)]
spin_diff = nocc - np.sum((ca.T @ cb) ** 2)
match = [np.abs(c.T @ er_hf_space).max(axis=1).min() for c in (ca, cb)]

# ---------- output ----------
print(f"O-H distance {bond:.2f} angstrom, H-O-H angle {angle:.1f} degree")
print(f"6-31G basis functions {nbas}, orbitals per spin {nocc}")
print(f"Nuclear repulsion {e_nuc:.6f} hartree (included in totals)")
print(f"Hartree-Fock minimum {e_hf:.6f} hartree")
print(f"E_H, canonical HF orbitals {e_can:.6f} hartree")
print(f"E_H, ER orbitals of HF space {e_er:.6f} hartree")
print(f"E_H, minimum {e_min:.6f} hartree")
print("E_H found from each start, hartree:",
      " ".join(f"{run[0]:.6f}" for run in runs))
print(f"HF energy of Hartree minimizer {e_det:.6f} hartree")
print(f"Gap min E_H - min E_HF {gap:.6f} hartree = {gap * HARTREE_EV:.3f} eV")
print(f"Lower bound, sum K of minimizer {k_min.sum():.6f} hartree")
print(f"Upper bound, sum K of ER-HF set {k_er.sum():.6f} hartree")
print(f"Sum K of canonical orbitals {k_can.sum():.6f} hartree")
print(f"Smallest same-spin K of minimizer {k_min.min():.6f} hartree")
print(f"Pederson residual, canonical {ped_can:.4f} hartree")
print(f"Pederson residual, ER-HF set {ped_er:.1e} hartree")
print(f"Pederson residual, minimizer {ped_min:.1e} hartree")
print(f"Outside-space residual, ER-HF set {out_er:.5f} hartree")
print(f"Outside-space residual, minimizer {out_min:.1e} hartree")
print(f"Largest pair coefficient A, minimizer {largest_a:.5f} hartree")
for name, d1, d2 in zip(("up", "down"), d_min, d_search):
    print(f"D, spin {name}: minimizer {d1:.6f}, ER search {d2:.6f} hartree")
print(f"Electrons outside HF space: up {lost[0]:.6f}, down {lost[1]:.6f}")
print(f"Up electrons outside down-spin space {spin_diff:.2e}")
print(f"Smallest best overlap with ER-HF set: {match[0]:.5f}, {match[1]:.5f}")
print("Minimizer orbitals: J_ii (hartree); centroid x, y, z (angstrom)")
for name, c in (("up", ca), ("down", cb)):
    reps = self_repulsions(c)
    for i in np.argsort(-reps):
        x, y, z = [c[:, i] @ m @ c[:, i] * BOHR_ANG + 0.0 for m in position]
        print(f"  {name:4s} {reps[i]:.5f}; {x:.4f}, {y:.4f}, {z:.4f}")
print(f"Ten electrons in HF core orbital {e_collapse:.4f} hartree")
print(f"Helium: min E_H {e_he:.6f}, HF {he_mf.e_tot:.6f} hartree")
print(f"Test density: K real space {k_real:.4f}, Fourier {k_fourier:.4f} a.u.")
print("no test failed")
```

It prints:

```
O-H distance 0.96 angstrom, H-O-H angle 104.5 degree
6-31G basis functions 13, orbitals per spin 5
Nuclear repulsion 9.168193 hartree (included in totals)
Hartree-Fock minimum -75.983940 hartree
E_H, canonical HF orbitals -74.679403 hartree
E_H, ER orbitals of HF space -75.300653 hartree
E_H, minimum -75.333480 hartree
E_H found from each start, hartree: -75.333480 -75.333480 -75.333480 -75.333480
HF energy of Hartree minimizer -75.951612 hartree
Gap min E_H - min E_HF 0.650460 hartree = 17.700 eV
Lower bound, sum K of minimizer 0.618132 hartree
Upper bound, sum K of ER-HF set 0.683288 hartree
Sum K of canonical orbitals 1.304537 hartree
Smallest same-spin K of minimizer 0.012736 hartree
Pederson residual, canonical 0.4148 hartree
Pederson residual, ER-HF set 3.8e-11 hartree
Pederson residual, minimizer 2.0e-07 hartree
Outside-space residual, ER-HF set 0.05981 hartree
Outside-space residual, minimizer 2.4e-07 hartree
Largest pair coefficient A, minimizer -0.06282 hartree
D, spin up: minimizer 8.236300, ER search 8.236300 hartree
D, spin down: minimizer 8.236300, ER search 8.236300 hartree
Electrons outside HF space: up 0.012114, down 0.012114
Up electrons outside down-spin space -1.42e-14
Smallest best overlap with ER-HF set: 0.99710, 0.99710
Minimizer orbitals: J_ii (hartree); centroid x, y, z (angstrom)
  up   4.85760; -0.0000, -0.0000, -0.0004
  up   0.89169; -0.0000, 0.2814, -0.1609
  up   0.89169; -0.0000, -0.2814, -0.1609
  up   0.79766; -0.4548, -0.0000, 0.3670
  up   0.79766; 0.4548, -0.0000, 0.3670
  down 4.85760; -0.0000, -0.0000, -0.0004
  down 0.89169; 0.0000, 0.2814, -0.1609
  down 0.89169; 0.0000, -0.2814, -0.1609
  down 0.79766; 0.4548, -0.0000, 0.3670
  down 0.79766; -0.4548, -0.0000, 0.3670
Ten electrons in HF core orbital -107.7744 hartree
Helium: min E_H -2.855160, HF -2.855160 hartree
Test density: K real space 4.6387, Fourier 4.6386 a.u.
no test failed
```
